# Lang-Firsov Reduction of a Dynamic Hubbard U to a Static Model

**Result.** Hartree atomic units are used. Let each site of a Hubbard model carry a boson of frequency $\omega_0$ coupled to the site charge with strength $\lambda$, so that the interaction is $U(\omega)=V+2\lambda^2\omega_0/(\omega^2-\omega_0^2)$. For $\omega_0\gg |t|,\,|U(0)|,\,T$ at fixed $g=\lambda/\omega_0$, the low-energy levels are those of a static Hubbard model with
$$U_0=U(0)=V-\frac{2\lambda^2}{\omega_0},\qquad t\to Z_Bt,\qquad Z_B=e^{-\lambda^2/\omega_0^2},$$
after a level shift of $-\lambda^2/\omega_0$ per electron and up to errors of order $t^2/\omega_0$. For a continuum of site-local modes,
$$\ln Z_B=\frac1\pi\int_0^\infty\frac{\mathrm{Im}\,U(\nu)}{\nu^2}\,d\nu ,$$
provided the integral converges at $\nu\to0$ and the modes that carry it are fast compared with $|t|$, $|U(0)|$ and $T$. The Lang-Firsov transformation is exact. The static model is a projection on the boson vacuum, and the conditions enter there.

## 1. The model and its dynamic interaction

$$H=-\sum_{i\ne j,\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}+V\sum_i n_{i\uparrow}n_{i\downarrow}+\omega_0\sum_i b_i^\dagger b_i+\lambda\sum_i n_i(b_i+b_i^\dagger),$$
with $n_i=n_{i\uparrow}+n_{i\downarrow}$ and real $\lambda$. The bosons couple to densities, and for now each site has its own.

The Heisenberg equations on one site are $i\dot b=\omega_0b+\lambda n$ and $i\dot b^\dagger=-\omega_0b^\dagger-\lambda n$. They are linear, so the Fourier component $n_\omega e^{-i\omega t}$ drives $b_\omega=\lambda n_\omega/(\omega-\omega_0)$ and $(b^\dagger)_\omega=-\lambda n_\omega/(\omega+\omega_0)$. An electron feels the potential $\lambda(b+b^\dagger)$, and this potential per unit source charge adds to $V$:
$$U(\omega)=V+\lambda^2\Big[\frac1{\omega-\omega_0}-\frac1{\omega+\omega_0}\Big]=V+\frac{2\lambda^2\omega_0}{\omega^2-\omega_0^2}.$$
Setting $\omega=i\nu$ gives $U(i\nu)=V-2\lambda^2\omega_0/(\nu^2+\omega_0^2)$. The retarded function takes $\omega=\nu+i0$, and $\mathrm{Im}\,(y+i0)^{-1}=-\pi\delta(y)$ gives $\mathrm{Im}\,U(\nu)=-\pi\lambda^2\delta(\nu-\omega_0)$ for $\nu>0$. A fast charge feels $V$, a slow one the screened $U(0)$.

## 2. The transformation

Take $S=\sum_i n_iA_i$ with $A_i=g(b_i^\dagger-b_i)$. Since $S^\dagger=-S$, $e^S$ is unitary and $\tilde H=e^SHe^{-S}$ has the spectrum of $H$. Use $e^SOe^{-S}=O+[S,O]+\frac1{2!}[S,[S,O]]+\dots$ on one site.

For the boson, $[b^\dagger,b]=-1$ gives $[S,b]=-gn$. This commutes with $S$, so the series stops: $e^Sbe^{-S}=b-gn$. The density $n$ is unchanged.

For the electron, $[n,c_\sigma]=-c_\sigma$ gives $[S,c_\sigma]=-c_\sigma A$. Each further commutator brings another $-A$, so $e^Sc_\sigma e^{-S}=c_\sigma X$ with $X=e^{-g(b^\dagger-b)}$.

The boson terms become, with $\lambda=g\omega_0$,
$$\omega_0(b^\dagger-gn)(b-gn)+\lambda n(b+b^\dagger-2gn)=\omega_0b^\dagger b+(\lambda-g\omega_0)\,n(b+b^\dagger)+(g^2\omega_0-2g\lambda)n^2=\omega_0b^\dagger b-g^2\omega_0n^2 .$$
Because $n_\sigma^2=n_\sigma$, $n^2=n+2n_\uparrow n_\downarrow$. Hence
$$\tilde H=\hat T+U_0\sum_in_{i\uparrow}n_{i\downarrow}-g^2\omega_0\sum_in_i+\omega_0\sum_ib^\dagger_ib_i,\qquad \hat T=-\sum t_{ij}c^\dagger_{i\sigma}c_{j\sigma}X_i^\dagger X_j,$$
with $U_0=V-2g^2\omega_0=U(0)$. The level shift $-g^2\omega_0$ is the net gain of a single electron from its own screening cloud: an attraction $-2g^2\omega_0$ to the cloud, plus the energy $+g^2\omega_0$ stored in the displaced boson. The coupling now sits in $\hat T$: a hopping electron has to move its cloud.

## 3. Projection on the boson vacuum

For operators whose commutator is a number, $e^{A+B}=e^Ae^Be^{-[A,B]/2}$. With $A=-gb^\dagger$, $B=gb$, $[A,B]=g^2$,
$$X=e^{-g^2/2}e^{-gb^\dagger}e^{gb},\qquad \langle m|X|0\rangle=e^{-g^2/2}\frac{(-g)^m}{\sqrt{m!}},$$
where $e^{gb}|0\rangle=|0\rangle$ and $(b^\dagger)^m|0\rangle=\sqrt{m!}\,|m\rangle$ were used. Let $P$ project on the vacuum of all bosons. For $i\ne j$ the two modes are independent, so $\langle0|X_i^\dagger X_j|0\rangle=e^{-g^2/2}e^{-g^2/2}=Z_B$, and $P\tilde HP$ is the static model. Each end of a bond contributes $\sqrt{Z_B}$, so a hop to a site without a boson, such as an uncorrelated ligand or bath level, is reduced by $\sqrt{Z_B}$.

At inverse temperature $\beta$ put $q=e^{-\beta\omega_0}$ and $\bar n=q/(1-q)$. Then
$$\langle (b^\dagger)^kb^k\rangle=(1-q)\sum_m q^m\frac{m!}{(m-k)!}=(1-q)\,q^k\frac{d^k}{dq^k}\frac1{1-q}=k!\,\bar n^k .$$
In the double series of $e^{-gb^\dagger}e^{gb}$ the thermal trace keeps equal powers, so $\langle X\rangle=e^{-g^2/2}\sum_k(-g^2\bar n)^k/k!=\exp[-\tfrac{g^2}2(2\bar n+1)]$, and $2\bar n+1=\coth(\beta\omega_0/2)$. The bond factor $\exp[-g^2\coth(\beta\omega_0/2)]$ returns to $Z_B$ for $T\ll\omega_0$.

$Z_B$ is also a spectral weight. At $t=0$, removing the electron from a singly occupied site acts with $cX$ on the vacuum and leaves $m$ bosons with probability $|\langle m|X|0\rangle|^2=Z_B\,g^{2m}/m!$. The main line holds $Z_B$; the rest lies in satellites at multiples of $\omega_0$. A spectrum computed from the static model is therefore multiplied by $Z_B$, to leading order in $t/\omega_0$.

## 4. What the projection leaves out

$\hat T$ also creates bosons. Such states lie $m\omega_0$ higher, give or take electronic energies, and enter in second order. A dimer shows the corrections in closed form. A hop $2\to1$ carries
$$D=X_1^\dagger X_2=e^{\alpha(a^\dagger-a)},\qquad a=\frac{b_1-b_2}{\sqrt2},\qquad \alpha=\sqrt2g,\qquad x=\alpha^2=2g^2 ,$$
and a hop $1\to2$ carries $D^\dagger$. With $|m\rangle$ the number states of $a$, the formula of part 3 gives $\langle m|D|0\rangle=\langle0|D^\dagger|m\rangle=Z_B\alpha^m/\sqrt{m!}$ and $\langle m|D^\dagger|0\rangle=Z_B(-\alpha)^m/\sqrt{m!}$, since $e^{-x/2}=Z_B$. Define $f(y)=\sum_{m\ge1}y^m/(m\,m!)$.

*One electron.* First order splits $|1\rangle,|2\rangle$ into levels $\mp Z_Bt$. Two hops return the electron to its site, so second order is diagonal:
$$\delta E=-t^2\sum_{m\ge1}\frac{|\langle m|D|0\rangle|^2}{m\omega_0}=-\frac{t^2}{\omega_0}Z_B^2f(x).$$
The substitution $c_2\to-c_2$ reverses $t$ and exchanges bonding with antibonding, so the splitting is odd in $t$ and equals $2Z_Bt\,[1+O(t^2/\omega_0^2)]$.

*Spectral weight.* To first order the bonding state has on site 1 the boson state $\frac1{\sqrt2}\big[|0\rangle+\frac t{\omega_0}\sum_{m\ge1}\frac1m|m\rangle\langle m|D|0\rangle\big]$; the plus sign is $(-t)/(-m\omega_0)$. The final state has no electron and is untouched by $e^S$, so the removal amplitude needs $\langle0|X_1=\sqrt{Z_B}\langle0|e^{gb_1}$. The part of $b_1$ along $a$ is $a/\sqrt2$, so $\langle0|X_1|m\rangle=\sqrt{Z_B}(g/\sqrt2)^m/\sqrt{m!}$. Since $\alpha g/\sqrt2=g^2$, the bracket gives $\sqrt{Z_B}[1+(t/\omega_0)Z_Bf(g^2)]$. Site 2 gives the same by symmetry. For $c_+=(c_1+c_2)/\sqrt2$ the prefactors add to $2\cdot\frac12=1$, and squaring gives the weight $Z_B[1+2(t/\omega_0)Z_Bf(g^2)]$ to first order.

*Two electrons.* Measure energies from $-2g^2\omega_0$. Let $|S\rangle,|T\rangle=(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}\pm c^\dagger_{2\uparrow}c^\dagger_{1\downarrow})|0\rangle/\sqrt2$, of energy $0$, and $|d_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle$, of energy $U_0$. Each term of $|S\rangle$ reaches $|d_1\rangle$ by one hop $2\to1$, with amplitude $-tD/\sqrt2$. The two add for $|S\rangle$ and cancel for $|T\rangle$:
$$\hat T|S\rangle=-\sqrt2\,t\,(D|d_1\rangle+D^\dagger|d_2\rangle),\qquad \hat T|T\rangle=0 .$$
The triplet energy is thus exactly $0$. In the vacuum $|S\rangle$ couples to $|d_+\rangle=(|d_1\rangle+|d_2\rangle)/\sqrt2$ with $-2Z_Bt$, and the $2\times2$ problem gives
$$E_{\rm static}=\tfrac12\Big[U_0-\sqrt{U_0^2+16Z_B^2t^2}\Big].$$
At order $1/\omega_0$ the denominators are $m\omega_0$. The path $S\to d_i\to S$ has two channels of squared amplitude $2t^2$ and shifts $|S\rangle$ by $-4t^2Z_B^2f(x)/\omega_0$. The path $d_1\to S\to d_1$ gives $-2t^2Z_B^2f(x)/\omega_0$. The path $d_1\to S\to d_2$ carries $D^\dagger$ twice, with $\langle0|D^\dagger|m\rangle\langle m|D^\dagger|0\rangle=Z_B^2(-x)^m/m!$, and gives a pair hopping $-2t^2Z_B^2f(-x)/\omega_0$. So $|d_+\rangle$ shifts by $-2t^2Z_B^2[f(x)+f(-x)]/\omega_0$. The static energy errs by $O(1/\omega_0)$, and the $2\times2$ matrix with these shifts by $O(1/\omega_0^2)$.

*Exchange.* For $t\ll U_0$, second order can keep the full denominators $U_0+m\omega_0$, including $m=0$:
$$J=E_T-E_S=4t^2Z_B^2\sum_{m\ge0}\frac{x^m}{m!\,(U_0+m\omega_0)} .$$
The static model keeps $m=0$, $J_{\rm st}=4Z_B^2t^2/U_0$. For $U_0\ll\omega_0$, $J/J_{\rm st}\approx1+(U_0/\omega_0)f(x)$. For $U_0\gg\omega_0$ the denominators tend to $U_0$, the sum tends to $e^x/U_0=Z_B^{-2}/U_0$, and $J\to4t^2/U_0$. More closely, the weights $Z_B^2x^m/m!$ have mean $m=x$, the mean denominator is $U_0+x\omega_0=V$, and $J\approx4t^2/V$: the virtual hop is faster than the boson and the renormalization is undone. This is why $\omega_0\gg|t|$ is not sufficient. For small $x$ the ratio is $1+xU_0/(U_0+\omega_0)$ against $Z_B^{-2}\approx1+x$, so a fraction $U_0/(U_0+\omega_0)$ of the reduction of $J$ is lost.

## 5. Many modes

Let mode $k$, of frequency $\omega_k$, couple to orbital $i$ through $\lambda_{ik}n_i(b_k+b_k^\dagger)$ with real $\lambda_{ik}$, and add $\frac12\sum_{i\ne j}V_{ij}n_in_j$. Part 1 applied to each mode gives $U_{ij}(\omega)=V_{ij}+\sum_k2\lambda_{ik}\lambda_{jk}\omega_k/(\omega^2-\omega_k^2)$. Take $g_{ik}=\lambda_{ik}/\omega_k$ and $S=\sum_{ik}g_{ik}n_i(b_k^\dagger-b_k)$. Part 2 holds for each mode with $gn\to\sum_ig_{ik}n_i$, leaving $-\sum_k\omega_k(\sum_ig_{ik}n_i)^2$. The cross terms of the square give $U_{ij}(0)=V_{ij}-2\sum_k\lambda_{ik}\lambda_{jk}/\omega_k$, and the diagonal terms give $U_{ii}(0)$ and the level shift $-\sum_k\omega_kg_{ik}^2$.

Now $X_i=\exp[-\sum_kg_{ik}(b_k^\dagger-b_k)]$. All exponents are built from the commuting operators $b_k^\dagger-b_k$, so $X_i^\dagger X_j=\exp[\sum_k(g_{ik}-g_{jk})(b_k^\dagger-b_k)]$. Vacuum averages factorize over modes:
$$Z_i=|\langle X_i\rangle|^2=e^{-\Gamma_{ii}},\qquad Z_{ij}=e^{-\frac12\sum_k(g_{ik}-g_{jk})^2}=\sqrt{Z_iZ_j}\,e^{\Gamma_{ij}},\qquad\Gamma_{ij}=\sum_kg_{ik}g_{jk}.$$
The hopping factor equals $\sqrt{Z_iZ_j}$ when $\Gamma_{ij}=0$, as for site-local modes. A mode with $g_{ik}=g_{jk}$ drops out of $Z_{ij}$, because its cloud need not change in the hop.

## 6. The continuum

For $\nu>0$, $\mathcal J_{ij}(\nu)\equiv\sum_k\lambda_{ik}\lambda_{jk}\delta(\nu-\omega_k)=-\mathrm{Im}\,U_{ij}(\nu)/\pi$. A sum $\sum_k\lambda_{ik}\lambda_{jk}/\omega_k^{\,p}$ equals $\int\mathcal J_{ij}\nu^{-p}d\nu$, so
$$U(0)=V+\frac2\pi\int_0^\infty\frac{\mathrm{Im}\,U}{\nu}d\nu,\qquad \ln Z_{ij}=\frac1{2\pi}\int_0^\infty\frac{\mathrm{Im}\,[U_{ii}+U_{jj}-2U_{ij}]}{\nu^2}d\nu .$$
For equivalent sites with $\mathrm{Im}\,U_{ij}=0$ the second formula is the $Z_B$ stated at the start.

The imaginary axis avoids the poles. For one mode,
$$U(i\nu)-U(0)=2\lambda^2\Big[\frac1{\omega_0}-\frac{\omega_0}{\nu^2+\omega_0^2}\Big]=\frac{2\lambda^2\nu^2}{\omega_0(\nu^2+\omega_0^2)} .$$
Dividing by $\nu^2$ and using $\int_0^\infty d\nu/(\nu^2+\omega_0^2)=\pi/2\omega_0$ gives $\pi g^2$. Summing over modes,
$$\Gamma_{ij}=\frac1\pi\int_0^\infty\frac{U_{ij}(i\nu)-U_{ij}(0)}{\nu^2}d\nu,\qquad \ln Z_B=-\Gamma_{ii}.$$

*Gapped band.* Take $\mathcal J=(2A/\pi w^2)\sqrt{w^2-(\nu-\nu_0)^2}$, of total weight $A$, with $w<\nu_0$. With $\nu=\nu_0+w\cos\theta$, $\int\mathcal J/\nu\,d\nu=A\,I(\nu_0)$, where $I(z)=\frac2\pi\int_0^\pi\sin^2\theta\,d\theta/(z+w\cos\theta)$. Write $w^2\sin^2\theta=(z+w\cos\theta)(z-w\cos\theta)-(z^2-w^2)$. The first piece integrates to $\pi z$, and the substitution $u=\tan(\theta/2)$ gives $\int_0^\pi d\theta/(z+w\cos\theta)=\pi/\sqrt{z^2-w^2}$. So $I(z)=(2/w^2)(z-\sqrt{z^2-w^2})$. Differentiating under the integral, $\int\mathcal J/\nu^2d\nu=-A\,I'(\nu_0)$. Thus
$$V-U(0)=\frac{4A}{w^2}\Big(\nu_0-\sqrt{\nu_0^2-w^2}\Big),\qquad-\ln Z_B=\frac{2A}{w^2}\Big(\frac{\nu_0}{\sqrt{\nu_0^2-w^2}}-1\Big).$$

*Gapless spectrum.* If $\mathcal J\propto\nu^s$ at small $\nu$, $U(0)$ needs $s>0$ and $Z_B$ needs $s>1$. For $\mathcal J=\eta\nu$ on $[\delta,\nu_c]$, $V-U(0)=2\eta(\nu_c-\delta)$ stays finite while $Z_B=\exp[-\eta\ln(\nu_c/\delta)]=(\delta/\nu_c)^\eta\to0$. In this limit some modes are slower than the electrons and violate the condition of the projection, so the formula alone does not show whether the hopping really vanishes.

A single scale for the condition is the $g^2$-weighted mean frequency $\omega_{\rm eff}=\sum_kg_{ik}^2\omega_k/\sum_kg_{ik}^2=[V_{ii}-U_{ii}(0)]/2\Gamma_{ii}$. Being a mean, it can hide slow modes.

## 7. Modes from constrained RPA

Take a closed shell with real orbitals $\phi$, occupied $\mu$, empty $a$, and $\Delta_{\mu a}=\varepsilon_a-\varepsilon_\mu$. A potential $\delta v$ induces, per spin, the density $\phi_\mu\phi_a\langle a|\delta v|\mu\rangle[(\omega-\Delta)^{-1}-(\omega+\Delta)^{-1}]$ by first-order perturbation theory. Two spins at $\omega=i\nu$ give the factor $-4\Delta/(\nu^2+\Delta^2)$. Write $\delta\rho=\sum y_{\mu a}\phi_\mu\phi_a$. The source is the charge $|w_j|^2$ of a localized orbital, with $p^j_{\mu a}=(\mu a|jj)$. RPA adds the Hartree potential of $\delta\rho$, with $K=(\mu a|\mu' a')$:
$$y=-\frac{4\Delta}{\nu^2+\Delta^2}(p^j+Ky)\ \Rightarrow\ U_{ij}(i\nu)=V_{ij}+p^i\!\cdot y=V_{ij}-p^{i}\Big[\frac{\nu^2+\Delta^2}{4\Delta}+K\Big]^{-1}p^j .$$
The constraint deletes the transitions with both orbitals in the target space; keeping them gives the fully screened $W$. The bracket equals $\frac14\Delta^{-1/2}(\nu^2+M)\Delta^{-1/2}$ with $M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}$. With $Mz_s=\Omega_s^2z_s$,
$$U_{ij}-V_{ij}=-4\sum_s\frac{(p^i\Delta^{1/2}z_s)(p^j\Delta^{1/2}z_s)}{\nu^2+\Omega_s^2},\qquad\lambda_{is}=\sqrt{2/\Omega_s}\;p^i\Delta^{1/2}z_s ,$$
by comparison with $-2\lambda_{is}\lambda_{js}\Omega_s/(\nu^2+\Omega_s^2)$. The Coulomb matrix $K$ is positive semidefinite, so $\Omega_s\ge\Delta_{\min}$ of the retained transitions. If the constraint removes all low-lying transitions, $\mathcal J$ is gapped and $Z_i$ is finite.

The modes also couple to overlap densities $w_iw_j$, through $c_i^\dagger c_j$. The $S$ used here dresses these terms with $X_i^\dagger X_j$ but does not remove their coupling to the bosons. Adding the overlap densities to $S$ would in general spoil the derivation: with several modes, the electronic operators that multiply the different $b_k^\dagger-b_k$ would no longer commute with one another, so $[S,b_k]$ would not commute with $S$ and the series would not stop. These terms are dropped.

## 8. Example: model dimer and model spectra

Take $t=0.02$, $\omega_0=0.6$, $\lambda=0.3$, $V=0.45$ Ha. Then $g=0.5$, $x=0.5$, $U_0=0.45-2(0.09)/0.6=0.15$ Ha $=4.08$ eV, $Z_B=e^{-0.25}=0.7788$, and $Z_Bt=0.015576$ Ha $=0.424$ eV. Reference values come from diagonalizing the untransformed $H$ in a boson number basis.

The one-electron splitting is $0.031131$ Ha, against $2Z_Bt=0.031152$ Ha ($0.07\%$ above the reference) and $2t=0.04$ Ha. The mean shift is $-(0.0004/0.6)(0.7788)^2(0.5702)=-2.305\times10^{-4}$ Ha, against $-2.309\times10^{-4}$ Ha. The weight is $0.7788\,[1+(0.04/0.6)(0.7788)(0.2665)]=0.7896$, against $0.7889$.

For two electrons the reference is $-0.006928$ Ha. The static model gives $-0.006212$ Ha, which is $10\%$ too shallow relative to the reference. Using $U_0$ with the bare $t$ gives $\frac12(0.15-0.17)=-0.010000$ Ha, $44\%$ too deep. The corrected matrix gives $-0.007103$ Ha and overshoots by $2.5\%$; here $U_0/\omega_0=0.25$ is not very small. Doubling $\omega_0$ from $4.8$ to $9.6$ Ha at fixed $g,U_0,t$ divides the static error by $1.97$ and the corrected error by $3.94$, the predicted powers. At $t=0.002$ Ha the series gives $J/J_{\rm st}=1+0.5\frac{0.15}{0.75}+0.125\frac{0.15}{1.35}+\dots=1.116$, or $J=7.218\times10^{-5}$ Ha, against the reference $7.215\times10^{-5}$ Ha and the static $6.470\times10^{-5}$ Ha.

Three modes with $g_1=(0.5,0,0.45)$, $g_2=(0,0.4,0.2)$ give $Z_{12}=\exp[-\frac12(0.25+0.16+0.0625)]=0.7896$, as does diagonalization, while $\sqrt{Z_1Z_2}=0.7216$. The agreement with the digits of the weight above is accidental.

Spreading the same $A=0.09$ Ha$^2$ over a semicircle with $\nu_0=0.6$, $w=0.3$ Ha gives $2A/w^2=2$, $-\ln Z_B=2(0.6/\sqrt{0.27}-1)$, so $Z_B=0.7339$ and $V-U(0)=0.3215$ Ha, against $0.7788$ and $0.3$ Ha for the sharp mode. For the ohmic spectrum with $\eta=0.2$, $\nu_c=1$ Ha, lowering $\delta$ through $10^{-1},10^{-2},10^{-4}$ Ha gives $Z_B=0.631,\,0.398,\,0.158$ while $V-U(0)$ settles at $0.4$ Ha.

## 9. Example: the $\pi$ space of BF$_3$

Planar BF$_3$ is computed at PBE/6-31G with the B–F distance set to $1.31$ Å as a chosen input (the equilibrium length is about $1.3$ Å). The target holds the three occupied $\pi$ orbitals and the lowest $\pi^*$, turned into four orbitals by Löwdin projection on the $2p_z$ functions. Removing the 3 target transitions from 320 leaves 317 modes between $0.349$ and $26.4$ Ha. The Kohn-Sham elements $h_{ij}=-t_{ij}$ are taken as bare hoppings, with no double-counting correction. Energies are in Ha; F and F′ are different atoms.

| pair | $V$ | $U(0)$ | $W(0)$ | $\Gamma$ |
|---|---|---|---|---|
| BB | 0.524 | 0.445 | 0.425 | 0.0338 |
| FF | 0.937 | 0.662 | 0.579 | 0.0920 |
| BF | 0.339 | 0.322 | 0.333 | 0.0065 |
| FF′ | 0.227 | 0.249 | 0.281 | −0.0159 |

The on-site values are $U(0)=12.1$ eV on boron and $18.0$ eV on fluorine, with weights $e^{-0.0338}=0.967$ and $e^{-0.0920}=0.912$. The bond factors are
$$Z_{\rm BF}=e^{-\frac12(0.03375+0.09202)+0.00651}=0.945,\qquad Z_{\rm FF'}=e^{-0.09202-0.01592}=0.898 ,$$
against the local estimates $0.939$ and $0.912$. The hoppings go from $-0.1267$ to $-0.1198$ Ha ($-3.26$ eV) and from $0.0261$ to $0.0234$ Ha ($0.64$ eV).

The F–F′ interaction is antiscreened, $U(0)>V$, and $\Gamma_{\rm FF'}<0$. By part 5, in both sums the modes that couple to the two fluorines with opposite sign then outweigh those that couple with the same sign, and the hop is reduced more than the local formula says. A likely cause is that charge is conserved in the molecule, so electrons drawn toward a positive test charge on one atom are taken from the others. In the static constrained response, a positive unit charge spread over one fluorine orbital draws $0.23$ electrons to that atom (Löwdin populations), $0.09$ from boron and $0.07$ from each of the other fluorines. By itself this does not account for the B–F pair, which is screened, $U(0)<V$.

The conditions are partly met. A single hopping element is small against the mean frequency, $|h_{\rm BF}|/\omega_{\rm eff}=0.11$ for boron and $0.085$ for fluorine, with $\omega_{\rm eff}=1.17$ and $1.50$ Ha. The target levels, however, run from $-0.477$ to $-0.019$ Ha. This spread of $0.46$ Ha is $0.39$ and $0.31$ of $\omega_{\rm eff}$ and is about as large as the frequency of the lowest level that couples to the site charges, a degenerate pair at $0.462$ Ha that couples to fluorine and not to boron. The retained modes below that one, starting at $0.349$ Ha, do not couple to these charges; the lowest is a $\sigma\to\pi^*$ excitation, odd under reflection in the molecular plane. The interaction is not small: $U(0)/\omega_{\rm eff}=0.38$ and $0.44$, and the strongest fluorine level, a degenerate pair of modes at $0.657$ Ha with $g^2=0.0165$ summed over the pair, lies next to $U_{\rm FF}(0)$. The dimer fraction $U_0/(U_0+\omega_0)$, averaged over the modes with weight $g^2$, would be $0.29$ for boron and $0.36$ for fluorine. It was derived for the exchange $J$ of a symmetric half-filled dimer with one mode per site and weak coupling, so for BF$_3$ it only indicates that corrections to the static model need not be small.

The dropped overlap density has $(\mathrm{BF}|\mathrm{BF})=0.0044$ Ha, screened to $0.0039$ Ha. This does not show that it is negligible. The static cross term $2\sum_s\lambda_{{\rm F}s}\lambda_{{\rm ov},s}/\Omega_s$ acts as a density-dependent hopping, and the Cauchy-Schwarz inequality bounds it by $\sqrt{0.275\times0.0005}\approx0.01$ Ha. The term itself is $0.0046$ Ha per electron on the fluorine, comparable with the $0.007$ Ha change of $h_{\rm BF}$. The bare integral $(\mathrm{FF}|\mathrm{BF})=0.024$ Ha, also absent from the density-density model, is larger still. The partner terms for charge on boron and on another fluorine have the opposite sign: the cross terms are $-0.0030$ and $-0.0025$ Ha per electron, and the bare integrals about $-0.009$ Ha each. For the average charges these contributions partly cancel, and the Hartree effect of those charges is already contained in $h_{\rm BF}$. For a change of one electron on a site, the dropped terms are not negligible on the scale of the hopping renormalization.

The numerical check below tests the mode sums against direct matrix inversion on the imaginary axis, and the RPA prefactor against a finite-field Hartree response, which gives $W(0)-V=-0.09977$ Ha on boron by both routes.

## Calculated quantities

```
model: t=0.02 w0=0.6 lambda=0.3 V=0.45 Ha
g=0.5000  Z_B=0.778801  sqrt(Z_B)=0.882497  level shift=-0.1500 Ha
U0=0.1500 Ha = 4.082 eV;  Z_B t=0.015576 Ha = 0.4238 eV
f(g^2)=0.266535  f(2g^2)=0.570151  f(-2g^2)=-0.443842
Poisson weights m=0..3: 0.77880 0.19470 0.02434 0.00203
thermal factor at beta*w0=2.0: 0.720177
1e splitting exact=0.031131  2Zt=0.031152  2t=0.040000 Ha
1e mean shift exact=-2.3093e-04  formula=-2.3054e-04 Ha
1e weight exact=0.78889  formula=0.78958
2e E0+2g^2w0 exact=-0.006928  static(Zt,U0)=-0.006212 Ha
2e static(t,U0)=-0.010000  corrected=-0.007103 Ha
static error w0=4.8,9.6: -1.080e-04 -5.483e-05 Ha, ratio 1.970
corrected error w0=4.8,9.6: 3.317e-06 8.419e-07 Ha, ratio 3.940
J at t=0.002: exact=7.2148e-05 sum=7.2179e-05 static=6.4697e-05 Ha
3 modes w=[1.0, 1.7, 2.3] Ha, g1=[0.5, 0.0, 0.45], g2=[0.0, 0.4, 0.2]
3 modes: Z12 exact=0.78958 formula=0.78958 sqrt(Z1Z2)=0.72162
semicircle A=0.09 Ha^2, nu0=0.6, w=0.3 Ha: V-U0=0.321539 Ha
semicircle Z_B closed=0.733886 modes=0.733886 imaginary axis=0.733886
ohmic alpha=0.2 nuc=1.0 delta=0.1 Ha: Z_B=0.63096 V-U0=0.36000 Ha
ohmic alpha=0.2 nuc=1.0 delta=0.01 Ha: Z_B=0.39811 V-U0=0.39600 Ha
ohmic alpha=0.2 nuc=1.0 delta=0.0001 Ha: Z_B=0.15849 V-U0=0.39996 Ha
BF3 PBE/6-31G R=1.31 Angstrom: E=-324.14524 Ha, orbitals=36, occupied=16
target pi levels: -0.4768 -0.3906 -0.3906 -0.0193 Ha
transitions all=320 kept=317; lowest/highest mode 0.3488 26.44 Ha
levels B=-0.1838 F=-0.3645; h_BF=-0.12674 h_FF=0.02609 Ha
BB: V=0.5243 U0=0.4450 W0=0.4245 Ha; sum g_i g_j=0.03375
FF: V=0.9370 U0=0.6616 W0=0.5790 Ha; sum g_i g_j=0.09202
BF: V=0.3385 U0=0.3218 W0=0.3332 Ha; sum g_i g_j=0.00651
FF': V=0.2267 U0=0.2487 W0=0.2805 Ha; sum g_i g_j=-0.01592
(BF|BF): V=0.0044 U0=0.0039 W0=0.0037 Ha; sum g_i g_j=0.00025
W0-V for BB: modes=-0.099774 finite field=-0.099774 Ha
B: U0=12.11 eV Z=0.96681 (imag axis 0.96681) w_eff=1.174 Ha
B: U0/w_eff=0.379 |h_BF|/w_eff=0.108 top mode 1.220 Ha g^2=0.01313
F: U0=18.00 eV Z=0.91209 (imag axis 0.91209) w_eff=1.496 Ha
F: U0/w_eff=0.442 |h_BF|/w_eff=0.085 top mode 0.657 Ha g^2=0.01649
BF: Z_ij=0.94518 sqrt(ZiZj)=0.93905 Z_ij h=-0.11979 Ha = -3.260 eV
FF': Z_ij=0.89768 sqrt(ZiZj)=0.91209 Z_ij h=0.02342 Ha = 0.637 eV
```
